# Static and Optical Permittivity from Zero-Field and Directional Phonon Frequencies

## 1. Definitions and conventions

The crystal is an insulator, periodic in three dimensions, with $N$ ions in a neutral cell of volume $\Omega$. The algebra uses atomic units ($\hbar=e=m_e=1$), in which the electric displacement is $\mathbf D=\mathbf E+4\pi\mathbf P$. Numbers are given in eV and angstrom.

The displacements of the ions in one cell form a column $u$ of length $3N$, and $M$ is the diagonal matrix of the masses. Three quantities describe the crystal for small $u$ and small macroscopic field $\mathbf E$:

- $\Phi$, the symmetric $3N\times3N$ matrix of force constants at $\mathbf E=0$;
- $Z$, the $3\times3N$ matrix of Born effective charges, defined so that $Zu$ is the dipole moment per cell caused by $u$ at $\mathbf E=0$;
- $\varepsilon_\infty$, the permittivity tensor with the ions clamped. The electrons are taken to follow the ions instantly, so it is a real symmetric constant.

For a unit vector $\mathbf n$ and a tensor $\varepsilon$, the permittivity along $\mathbf n$ is
$$\varepsilon(\mathbf n)=\mathbf n^T\varepsilon\,\mathbf n .$$

Two sets of frequencies occur. The $\omega_{Tj}$ are the optical frequencies at zero wave vector and zero macroscopic field; they do not depend on $\mathbf n$. The $\omega_{Lj}(\mathbf n)$ are the frequencies of all optical modes when the wave vector $\mathbf q=q\mathbf n$ tends to zero along $\mathbf n$. The letters $T$ and $L$ recall "transverse" and "longitudinal", but in a crystal of low symmetry the modes of the second set need be neither.

**Assumptions.**

1. The motion is harmonic and undamped, and the cell shape is fixed. Hence $\varepsilon_0$, the static permittivity, contains electronic and ionic displacements but no strain.
2. At fixed macroscopic field, the force constants, the charges and the clamped-ion permittivity are continuous in $\mathbf q$ at $\mathbf q=0$.
3. The wave vector satisfies $\sqrt{\bar\varepsilon}\,\omega/c\ll q\ll 1/a$ for the optical frequencies $\omega$, where $\bar\varepsilon$ is the largest eigenvalue of $\varepsilon_0$ and $a$ is a lattice constant.
4. Apart from the three rigid translations, every displacement costs energy at zero field, and $\varepsilon_\infty(\mathbf n)>0$.

**Theorem.** Under these assumptions
$$\frac{\varepsilon_0(\mathbf n)}{\varepsilon_\infty(\mathbf n)}=\prod_{j=1}^{3N-3}\frac{\omega_{Lj}^2(\mathbf n)}{\omega_{Tj}^2}. \tag{1}$$

## 2. Energy and translations

To second order, the electric enthalpy per cell is
$$F(u,\mathbf E)=\tfrac12u^T\Phi u-\mathbf E^TZu-\frac{\Omega}{8\pi}\mathbf E^T\varepsilon_\infty\mathbf E .$$
The force on the ions is $-\partial F/\partial u$, and the displacement is $\mathbf D=-(4\pi/\Omega)\,\partial F/\partial\mathbf E$:
$$M\ddot u=-\Phi u+Z^T\mathbf E,\qquad \mathbf D=\varepsilon_\infty\mathbf E+\frac{4\pi}{\Omega}Zu. \tag{2}$$
The same matrix $Z$ gives the dipole of a displacement and the force of a field, because both are the mixed second derivative of $F$.

Introduce $x=M^{1/2}u$ and
$$D_T=M^{-1/2}\Phi M^{-1/2},\qquad w=M^{-1/2}Z^T\mathbf n .$$
At $\mathbf E=0$ a motion of frequency $\omega$ obeys $D_Tx=\omega^2x$, so the eigenvalues of $D_T$ are the $\omega_{Tj}^2$ and three zeros.

**Lemma 1.** The vector $w$ is orthogonal to the three acoustic eigenvectors of $D_T$.

*Proof.* Let $S$ be the $3N\times3$ matrix of $N$ stacked unit matrices, so that $u=S\mathbf t$ moves every ion by $\mathbf t$. This motion causes no force: $\Phi S=0$. It changes the dipole of a cell by the total charge times $\mathbf t$, which is zero: $ZS=0$. The acoustic vectors are $M^{1/2}S\mathbf t$, since $D_TM^{1/2}S=M^{-1/2}\Phi S=0$. Finally $w^TM^{1/2}S=\mathbf n^TZS=0$. ∎

Let $V$ be the space orthogonal to the acoustic vectors, of dimension $3N-3$. As $D_T$ is symmetric, it maps $V$ into itself, and by assumption 4 it is positive there. From here on, inverses and determinants refer to $V$. Without this restriction both determinants in the proof of (1) would vanish.

## 3. The static permittivity

**Lemma 2.**
$$\varepsilon_0(\mathbf n)=\varepsilon_\infty(\mathbf n)+\frac{4\pi}{\Omega}\,w^TD_T^{-1}w. \tag{3}$$

*Proof.* In a constant field the ions come to rest where $\Phi u=Z^T\mathbf E$. Multiplication by $M^{-1/2}$ gives $D_Tx=M^{-1/2}Z^T\mathbf E$. For $\mathbf E=E\mathbf n$ the right side is $Ew$, which lies in $V$, so $x=E\,D_T^{-1}w$ up to a translation, and a translation carries no dipole. The component of (2) along $\mathbf n$ is
$$\mathbf n^T\mathbf D=\varepsilon_\infty(\mathbf n)E+\frac{4\pi}{\Omega}\mathbf n^TZM^{-1/2}x=\Big[\varepsilon_\infty(\mathbf n)+\frac{4\pi}{\Omega}w^TD_T^{-1}w\Big]E ,$$
and the bracket is $\varepsilon_0(\mathbf n)$ by definition. ∎

With orthonormal eigenvectors $e_j$ of $D_T$ in $V$, equation (3) becomes a sum over zero-field modes,
$$\varepsilon_0(\mathbf n)=\varepsilon_\infty(\mathbf n)+\sum_j s_j,\qquad s_j=\frac{4\pi}{\Omega}\frac{(w^Te_j)^2}{\omega_{Tj}^2}\ge0. \tag{4}$$

## 4. The field carried by a lattice wave

**Lemma 3.** For $\mathbf q\to0$ along $\mathbf n$ the squared frequencies are the eigenvalues of
$$D_L=D_T+\kappa\,ww^T,\qquad \kappa=\frac{4\pi}{\Omega\,\varepsilon_\infty(\mathbf n)}. \tag{5}$$

*Proof.* For fields varying as $e^{i(\mathbf q\cdot\mathbf r-\omega t)}$ without free charge or current, Maxwell's equations give $\mathbf q\cdot\mathbf D=0$ and
$$q^2\mathbf E-\mathbf q(\mathbf q\cdot\mathbf E)=\frac{\omega^2}{c^2}\mathbf D .$$
The left side is $q^2$ times the part of $\mathbf E$ perpendicular to $\mathbf q$. That part is therefore $(\omega/cq)^2\mathbf D$. It acts back on the ions through $Z^T\mathbf E$; in a cubic crystal with two ions per cell it lowers the squared transverse frequency by the relative amount of about $(\varepsilon_0-\varepsilon_\infty)(\omega_T/cq)^2$. This is why assumption 3 carries the factor $\sqrt{\bar\varepsilon}$, and under that assumption the perpendicular part is negligible. What remains is $\mathbf E=E\mathbf n$. The condition $\mathbf n^T\mathbf D=0$ with (2) then reads
$$0=\varepsilon_\infty(\mathbf n)E+\frac{4\pi}{\Omega}\mathbf n^TZu\quad\Rightarrow\quad E=-\frac{4\pi}{\Omega\,\varepsilon_\infty(\mathbf n)}\,w^Tx=-\kappa\,w^Tx ,$$
where $\mathbf n^TZu=\mathbf n^TZM^{-1/2}x=w^Tx$. The equation of motion in (2), multiplied by $M^{-1/2}$, is $\omega^2x=D_Tx-Ew$. Inserting $E$ gives $\omega^2x=D_Tx+\kappa w(w^Tx)$. ∎

The two minus signs, one from the depolarising field and one from the equation of motion, combine to a plus: the field opposes the dipole that creates it and adds a restoring force. By Lemma 1 the acoustic vectors remain eigenvectors of $D_L$ with eigenvalue zero, so $D_L$ also acts within $V$.

## 5. Proof of the theorem

**Lemma 4.** For an invertible matrix $A$ and a column $w$,
$$\det(A+\kappa ww^T)=\det A\,\big(1+\kappa\,w^TA^{-1}w\big).$$

*Proof.* Factor out $A$: $\det(A+\kappa ww^T)=\det A\,\det(1+aw^T)$ with $a=\kappa A^{-1}w$. If $w=0$ the statement is trivial. Otherwise take a basis made of vectors $y$ with $w^Ty=0$, followed by $w$ itself. The matrix $1+aw^T$ leaves each $y$ unchanged. It sends $w$ to $w+a(w^Tw)$. The component of $a$ along $w$ is $(w^Ta/w^Tw)\,w$, so the coefficient of $w$ in the image is $1+w^Ta$. In this basis the matrix is triangular with diagonal $1,\dots,1,1+w^Ta$, and its determinant is $1+w^Ta=1+\kappa w^TA^{-1}w$. ∎

*Proof of the theorem.* Apply Lemma 4 on $V$ with $A=D_T$, insert $\kappa$ from (5), and use (3):
$$\frac{\det D_L}{\det D_T}=1+\frac{4\pi}{\Omega\,\varepsilon_\infty(\mathbf n)}w^TD_T^{-1}w=\frac{\varepsilon_\infty(\mathbf n)+[\varepsilon_0(\mathbf n)-\varepsilon_\infty(\mathbf n)]}{\varepsilon_\infty(\mathbf n)}=\frac{\varepsilon_0(\mathbf n)}{\varepsilon_\infty(\mathbf n)} .$$
A determinant is the product of the eigenvalues, here $\prod\omega_{Lj}^2$ and $\prod\omega_{Tj}^2$. ∎

No pairing of individual modes enters the proof. Any one-to-one assignment of the $L$ frequencies to the $T$ frequencies gives the same product.

## 6. Corollaries

**Corollary 1 (finite frequency).** If $\omega$ is not one of the $\omega_{Tj}$,
$$\frac{\varepsilon(\mathbf n,\omega)}{\varepsilon_\infty(\mathbf n)}=\prod_j\frac{\omega_{Lj}^2(\mathbf n)-\omega^2}{\omega_{Tj}^2-\omega^2}. \tag{6}$$

*Proof.* In a field $E\mathbf n\,e^{-i\omega t}$, equation (2) gives $(D_T-\omega^2)x=Ew$. Lemma 2 then holds with $D_T$ replaced by $D_T-\omega^2$. Since $D_L-\omega^2=(D_T-\omega^2)+\kappa ww^T$, the proof of the theorem carries over. ∎

The permittivity along $\mathbf n$ thus vanishes at the $L$ frequencies and diverges at the $T$ frequencies, apart from factors that cancel. At $\omega=0$ equation (6) is (1). Far above the lattice frequencies, but still below electronic excitations, the product tends to one. The leading correction to one is $-\sum_j(\omega_{Lj}^2-\omega_{Tj}^2)/\omega^2$, and the trace of (5) fixes its size: $\sum_j(\omega_{Lj}^2-\omega_{Tj}^2)=\kappa\,w^Tw$.

**Corollary 2 (interlacing).** With both sets in ascending order, $\omega_{Tj}\le\omega_{Lj}\le\omega_{T,j+1}$.

*Proof.* Put $\lambda=\omega^2$ and $f(\lambda)=\varepsilon_\infty(\mathbf n)+\frac{4\pi}{\Omega}\sum_j(w^Te_j)^2/(\omega_{Tj}^2-\lambda)$, which is the permittivity in (6). Suppose first that all $\omega_{Tj}$ differ and all $w^Te_j\neq0$. The derivative of $f$ is positive, so between neighbouring poles $f$ rises from $-\infty$ to $+\infty$ and has one zero. Above the last pole it rises from $-\infty$ to $\varepsilon_\infty(\mathbf n)>0$ and has one more. Below the first pole it exceeds $\varepsilon_\infty(\mathbf n)$ and has none. The remaining cases are limits of this one, and eigenvalues are continuous, so the inequalities survive with equality allowed. ∎

**Corollary 3 (cancellation).** If $w^Te_j=0$, then $D_Le_j=D_Te_j=\omega_{Tj}^2e_j$, and the mode drops out of (1).

Consider an orthorhombic crystal in which each mirror operation maps every ion onto itself or a lattice translate, with $\mathbf n$ along the $x$ axis. The mirror $x\to-x$ reverses the $x$ displacements and leaves the others unchanged. Matrix elements of $D_T$ between the two kinds must equal their own negatives, so they vanish, and the same argument shows that $y$ and $z$ displacements have no dipole along $x$. The product then runs over the $x$-polarised modes alone. In a cubic crystal with two ions per cell, $V$ has dimension three and cubic symmetry makes $D_T$ a multiple of the unit matrix on it. Choosing one eigenvector along $w$, the other two are orthogonal to $w$ and cancel, one factor remains, and (1) becomes the Lyddane–Sachs–Teller relation $\varepsilon_0/\varepsilon_\infty=\omega_L^2/\omega_T^2$.

A supercell of a perfect crystal gives the same product as the primitive cell. Its additional modes carry a phase $e^{i\mathbf k\cdot\mathbf R}$ with $\mathbf k\ne0$; their dipoles sum to zero over the supercell, so they cancel too.

## 7. Where the relation changes or fails

*Soft modes.* Let $\omega_{T1}\to0$ for a single mode with $w^Te_1\ne0$. By (4) $\varepsilon_0(\mathbf n)$ diverges as $1/\omega_{T1}^2$. The optical $L$ frequencies stay above zero: $x^TD_Lx=x^TD_Tx+\kappa(w^Tx)^2$ could vanish only for $x$ parallel to $e_1$, and there the second term is positive. If $\omega_{T1}^2$ becomes negative, (1) survives as algebra, but its left side no longer describes a stable crystal.

*The choice of $\varepsilon(\mathbf n)$.* In Lemma 3 it is $\mathbf E$ that points along $\mathbf n$, which leads to $\mathbf n^T\varepsilon\mathbf n$. The quantity $1/(\mathbf n^T\varepsilon^{-1}\mathbf n)$ belongs to a situation with $\mathbf D$ along $\mathbf n$. The two agree when $\mathbf n$ is a principal axis of the tensor. For the ratio in (1) it is enough that $\mathbf n$ is a principal axis of both $\varepsilon_0$ and $\varepsilon_\infty$.

*Strain.* If the cell of a piezoelectric crystal is free to deform, the field causes a strain with its own polarisation. This is absent from (3), and the static permittivity measured in that way is not the one in (1).

*Sheets.* In an isolated two-dimensional layer with in-plane polarisation $\mathbf P$ per area, a wave creates the surface charge $-i\mathbf q\cdot\mathbf P$. A surface charge wave $\sigma$ has the in-plane potential $2\pi\sigma/q$, so the field is $-i\mathbf q\,(2\pi/q)(-i\mathbf q\cdot\mathbf P)=-2\pi q\,\mathbf n(\mathbf n\cdot\mathbf P)$. It vanishes as $q\to0$, so the two sets of frequencies merge and their product ratio tends to one. For the in-plane modes of a flat layer, a relation like (1) remains at small finite $q$, if the force constants, the charges and the clamped-ion response keep their values at $q=0$. Let $A$ be the cell area, and let $\chi_0$ and $\chi_\infty$ be the static and clamped-ion polarisabilities per area along $\mathbf n$. The field obeys $(1+2\pi q\chi_\infty)E=-2\pi q\,w^Tx/A$, which again adds a term $\kappa ww^T$ to $D_T$, now with $\kappa=2\pi q/[A(1+2\pi q\chi_\infty)]$. Since $\chi_0=\chi_\infty+w^TD_T^{-1}w/A$, Lemma 4 gives the frequency product $(1+2\pi q\chi_0)/(1+2\pi q\chi_\infty)$. Modes polarised normal to the layer are not included; their frequencies can also change in proportion to $q$.

## 8. A triclinic example

The example is a model crystal with round parameters. Its lattice vectors are $(4.0,0,0)$, $(0.5,4.4,0)$ and $(0.3,0.6,5.0)$ angstrom. Ions with charges $+2,-1,-1$, polarisabilities $1,2,3$ Å$^3$ and masses $40,20,30$ u sit at the fractional positions $(0,0,0)$, $(\frac12,\frac12,0)$ and $(\frac12,0,\frac12)$. Each pair of sublattices is joined by four springs per cell along the half-diagonals, with constants 8, 8 and 6 eV/Å$^2$ for the pairs 1–2, 1–3 and 2–3.

Every ion is an inversion centre, so the static field at each site is zero and there is no piezoelectricity. Let $T_{kl}$ be the lattice-summed tensor that gives the field at site $k$ from dipoles on sublattice $l$, leaving out a dipole's own field. The sum depends on the shape of the summation region; it is taken at zero mean field, which exceeds the sum over a sphere by $4\pi/3\Omega$ times the unit matrix, so that $\mathbf E$ below is the macroscopic field. The field at the displaced ion $k$ is
$$\mathbf E_k=\mathbf E+\sum_lT_{kl}(Q_l\mathbf u_l+\boldsymbol\mu_l)-G_k\mathbf u_k,\qquad G_k=\sum_lT_{kl}Q_l ,$$
with charges $Q_l$ and electronic dipoles $\boldsymbol\mu_k=\alpha_k\mathbf E_k$. The last term arises because moving ion $k$ by $\mathbf u_k$ is equivalent to moving the surrounding lattice by $-\mathbf u_k$. The electric force on the ion is $Q_k\mathbf E_k-G_k\boldsymbol\mu_k$.

The two sides of (1) were computed separately. The permittivities follow from the response of $\mathbf u$ and $\boldsymbol\mu$ to an applied field. The $L$ frequencies follow from the full Coulomb sum at $q=10^{-4}$ Å$^{-1}$, without use of (5). The model Coulomb interaction is instantaneous, so retardation plays no part; in a real crystal this $q$ would be only about twice the largest $\omega/c$, and a larger one would be needed.

For $\mathbf n=(1,2,2)/3$,
$$\varepsilon(\mathbf n)=\tfrac19\big(\varepsilon_{xx}+4\varepsilon_{yy}+4\varepsilon_{zz}+4\varepsilon_{xy}+4\varepsilon_{xz}+8\varepsilon_{yz}\big).$$
The tensors in the numerical output give $\varepsilon_\infty(\mathbf n)=19.511/9=2.168$ and $\varepsilon_0(\mathbf n)=28.561/9=3.173$, with ratio 1.464. The modes are:

| $j$ | $\hbar\omega_T$ (eV) | $\hbar\omega_L$ (eV) | $\omega_L^2/\omega_T^2$ | $s_j$ |
|---|---|---|---|---|
| 1 | 0.03561 | 0.03588 | 1.0152 | 0.083 |
| 2 | 0.03715 | 0.03776 | 1.0332 | 0.111 |
| 3 | 0.04720 | 0.05193 | 1.2109 | 0.534 |
| 4 | 0.06102 | 0.06164 | 1.0203 | 0.038 |
| 5 | 0.07917 | 0.07937 | 1.0052 | 0.059 |
| 6 | 0.08014 | 0.08496 | 1.1237 | 0.180 |

The product of the fourth column is 1.464, as (1) requires. The unrounded $s_j$ sum to 1.0055, which is $\varepsilon_0(\mathbf n)-\varepsilon_\infty(\mathbf n)=3.17338-2.16785$. The inverse-tensor definition of Section 7 would give 1.435, about 2 % below the correct ratio.

For the displacement pattern $u$ of an $L$ mode, the squared cosine between $Zu$ and $\mathbf n$ is 0.97 for mode 6, 0.34 for mode 3 and below 0.06 for the others. $Zu$ is the dipole at zero field. The full dipole of the mode also contains the electronic response $\Omega(\varepsilon_\infty-1)\mathbf E/4\pi$ to the field of Lemma 3, which divides the component along $\mathbf n$ by $\varepsilon_\infty(\mathbf n)$. The full dipoles are therefore less aligned with $\mathbf n$ than these values suggest. Keeping only mode 6, the most longitudinal of the six, would give 1.124 instead of 1.464. All six factors are needed.

The individual factors are not fixed by the $s_j$ alone. To first order in $\kappa$, a well-separated mode has $\omega_{Lj}^2\approx\omega_{Tj}^2+\kappa(w^Te_j)^2$, hence $\omega_{Lj}^2/\omega_{Tj}^2-1\approx s_j/\varepsilon_\infty(\mathbf n)$. For modes 5 and 6 this predicts 0.027 and 0.083, against the actual 0.005 and 0.124. Their closeness is one reason. Their squared energies differ by $1.56\times10^{-4}$ eV$^2$, while the coupling $\kappa|w^Te_5||w^Te_6|$, in the same units, is
$$\frac{\sqrt{s_5s_6}}{\varepsilon_\infty(\mathbf n)}\,\hbar\omega_{T5}\,\hbar\omega_{T6}=3.01\times10^{-4}\ \text{eV}^2 .$$
Diagonalising (5) within these two modes gives 0.0794 and 0.0842 eV. The corresponding values of $\omega_L^2/\omega_T^2-1$ are 0.005 and 0.105. The mixing of the pair thus accounts for mode 5, but for only about half of the gap between 0.083 and 0.124 in mode 6; the coupling to the other four modes supplies the other half.

The $T$ frequencies are the same for every direction, but the $L$ frequencies and the ratio are not. The ratio is 1.518 along $x$, 1.528 along $z$ and 1.545 along $(2,-1,3)$, and the frequency product agrees in each case.

For Corollary 3 the same ions and springs are placed in an orthorhombic cell of $4.0\times4.4\times5.0$ Å, with $\mathbf n$ along $x$. Two pairs remain: 0.03766 and 0.06252 eV at zero field become 0.03781 and 0.07568 eV. Their factors are 1.008 and 1.465, with product 1.477, equal to the permittivity ratio.

Assumption 4 is a real restriction. With all springs of the triclinic crystal halved, the lowest $(\hbar\omega_T)^2$ is $-1.7\times10^{-4}$ eV$^2$: the Coulomb and polarisation forces overcome the springs, and the assumed structure has no stable static response.

## Table of computed values

```
MODEL INPUTS
lattice vector a (angstrom): 4.0  0.0  0.0
lattice vector b (angstrom): 0.5  4.4  0.0
lattice vector c (angstrom): 0.3  0.6  5.0
ion 1: fractional position 0.0  0.0  0.0; charge +2 e; polarisability 1 angstrom^3; mass 40 u
ion 2: fractional position 0.5  0.5  0.0; charge -1 e; polarisability 2 angstrom^3; mass 20 u
ion 3: fractional position 0.5  0.0  0.5; charge -1 e; polarisability 3 angstrom^3; mass 30 u
spring, ions 1-2, 4 bonds (+-a +-b)/2: 8.0 eV/angstrom^2
spring, ions 1-3, 4 bonds (+-a +-c)/2: 8.0 eV/angstrom^2
spring, ions 2-3, 4 bonds (+-b +-c)/2: 6.0 eV/angstrom^2
cell volume: 88.00 angstrom^3
small wave vector used (model has no retardation): 1.0e-04 1/angstrom
largest omega/c, the retardation scale: 4.31e-05 1/angstrom
Ewald minus direct dipole sum, in units of 4 pi/volume: 3.9e-06
lowest (hbar wT)^2 with all springs halved: -1.714e-04 eV^2
PERMITTIVITY TENSORS (dimensionless)
row x: eps_inf 2.1231  -0.0203  -0.0179 | eps_0 3.2234  -0.5240  -0.1783
row y: eps_inf -0.0203  2.2216  -0.0814 | eps_0 -0.5240  3.7666  -0.1421
row z: eps_inf -0.0179  -0.0814  2.3263 | eps_0 -0.1783  -0.1421  3.5542
MAIN DIRECTION n = (1,2,2)/3
mode: hbar wT (eV), hbar wL (eV), wL^2/wT^2, part of eps_0, long. fraction
1: 0.035607  0.035877  1.015216  0.08285  0.0262
2: 0.037150  0.037761  1.033187  0.11140  0.0530
3: 0.047195  0.051934  1.210910  0.53381  0.3373
4: 0.061021  0.061636  1.020258  0.03842  0.0566
5: 0.079166  0.079373  1.005249  0.05875  0.0083
6: 0.080144  0.084957  1.123727  0.18031  0.9657
(part belongs to the wT mode, longitudinal dipole fraction to the wL mode)
eps_inf(n): 2.16785
sum of mode parts: 1.00553
eps_0(n): 3.17338
eps_0(n)/eps_inf(n) from field response: 1.463840
product of wL^2/wT^2 from frequencies: 1.463840
ratio if 1/(n.eps^-1.n) were used instead: 1.435418
OTHER DIRECTIONS, same wT
n = (1,0,0): hbar wL (eV) 0.035641  0.037604  0.047580  0.072544  0.079836  0.080640
   permittivity ratio 1.518304; frequency product 1.518304
n = (0,0,1): hbar wL (eV) 0.035981  0.037163  0.055222  0.061112  0.079330  0.083455
   permittivity ratio 1.527830; frequency product 1.527830
n = (2,-1,3)/sqrt(14): hbar wL (eV) 0.036279  0.038354  0.049627  0.066390  0.079458  0.082480
   permittivity ratio 1.545309; frequency product 1.545309
ORTHORHOMBIC CELL 4.0 x 4.4 x 5.0 angstrom, n along x
x-polarised hbar wT (eV): 0.037664  0.062518
x-polarised hbar wL (eV): 0.037811  0.075675
permittivity ratio 1.476613; product of two pairs 1.476613
```
